**Finite-size error of Hartree–Fock exchange without the zero-wavevector term**

In a cubic cell of side L with N electrons in fully occupied orbitals, omitting the zero-wavevector exchange term raises the energy by Nα/(2L) and, in a system with a gap, the occupied eigenvalues by α/L, to leading order. Here −α/L is the potential at a unit point charge due to its periodic images and a neutralizing background. The program finds α = 2.8373 by Ewald summation and asserts agreement with a real-space sum over neutral cells. For two parallel H₂ molecules it runs separate self-consistent calculations with and without the correction, and asserts that the density and unoccupied levels agree while the occupied levels and energy shift as stated. It also asserts that the corrected energy error at L = 32 bohr matches −2πS/(3L³) within 5%, where S is the gauge-invariant spread of the occupied orbitals. In the output, the energy error at L = 16 bohr drops from 0.350 to −0.005 hartree on correction. For closed-shell electron gases the remainder per electron falls roughly as 1/L², and the program asserts that this scaling holds within a factor of two between the smallest and largest cells.

## Numerical check

```python
"""Finite-size error of Hartree-Fock exchange in a periodic cubic cell of side L.

Result under test (Hartree atomic units): if the zero-wavevector Coulomb term is
omitted, occupied eigenvalues rise by alpha/L and the energy by N*alpha/(2L).
Here N is the number of electrons and -alpha/L is the probe potential: the
potential at a unit point charge due to its periodic images and a uniform
neutralizing background. Adding alpha/L to the exchange kernel restores the
infinite-size values up to a remainder. For a localized neutral system without
dipole the energy remainder is -(2 pi/(3 L^3)) * spread, where spread is the
gauge-invariant second moment of the occupied orbitals, summed over spins.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
POINT = 1.0e8  # Gaussian exponent that represents a point charge


def free_interaction(distance, mu):
    """erf(mu r)/r, with its finite limit at r = 0."""
    safe = np.where(distance < 1e-8, 1.0, distance)
    return np.where(distance < 1e-8, 2 * mu / np.sqrt(np.pi),
                    erf(mu * safe) / safe)


def interaction(exp1, cen1, exp2, cen2, box=None):
    """Coulomb energies of unit Gaussian charges: isolated, or periodic
    without the zero-wavevector term (evaluated by Ewald splitting)."""
    mu = np.sqrt(exp1[:, None] * exp2[None, :]
                 / (exp1[:, None] + exp2[None, :]))
    delta = cen1[:, None, :] - cen2[None, :, :]
    distance = np.linalg.norm(delta, axis=2)
    value = free_interaction(distance, mu)
    if box is None:
        return value
    eta, volume = 5.0 / box, box**3
    value = value - free_interaction(distance, eta)
    for cell in itertools.product((-1, 0, 1), repeat=3):
        if cell != (0, 0, 0):
            r = np.linalg.norm(delta + box * np.array(cell), axis=2)
            value += (erf(mu * r) - erf(eta * r)) / r
    g, g2 = reciprocal_vectors(box, 9)
    weight = 4 * np.pi / (volume * g2) * np.exp(-g2 / (4 * eta**2))
    phase1, phase2 = np.exp(1j * cen1 @ g.T), np.exp(1j * cen2 @ g.T)
    value += ((phase1 * weight) @ phase2.conj().T).real
    return value + np.pi / volume * (1 / mu**2 - 1 / eta**2)


def reciprocal_vectors(box, nmax):
    n = np.arange(-nmax, nmax + 1)
    grid = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    grid = grid[np.any(grid != 0, axis=1)]
    g = 2 * np.pi / box * grid
    return g, np.sum(g**2, axis=1)


def probe_potential(box):
    """Periodic minus bare interaction of a point charge with itself."""
    p, origin = np.array([POINT]), np.zeros((1, 3))
    return (interaction(p, origin, p, origin, box)
            - interaction(p, origin, p, origin))[0, 0]


def alpha_from_neutral_cells(m):
    """Real-space sum over neutral unit cells in a cube of (2m+1)^3 cells."""
    n = np.arange(-m, m + 1)
    r = np.sqrt(n[:, None, None]**2 + n[None, :, None]**2
                + n[None, None, :]**2).ravel()
    points = np.sum(1 / r[r > 0])
    unit_cube = 3 * np.log(2 + np.sqrt(3)) - np.pi / 2  # integral of 1/r
    background = (2 * m + 1)**2 * unit_cube
    cell_average = np.pi / 6  # mean potential of the summed neutral cells
    return -(points - background - cell_average)


# ---- probe potential and kernel ----
alpha = -probe_potential(1.0)
alpha_direct = alpha_from_neutral_cells(30)
assert abs(alpha - alpha_direct) < 1e-4  # finite cube of cells

test_box, test_mu = 16.0, 1.0
g, g2 = reciprocal_vectors(test_box, 30)
coef = 4 * np.pi / (test_box**3 * g2) * np.exp(-g2 / (4 * test_mu**2))
point = np.array([1.0, 0.5, 0.2])
brute_sum = np.sum(coef * np.cos(g @ point))
pair_exp = np.array([2 * test_mu**2])
ewald_sum = interaction(pair_exp, point[None, :], pair_exp,
                        np.zeros((1, 3)), test_box)[0, 0]
assert abs(brute_sum - ewald_sum) < 1e-9
quadratic = 2 * np.pi / (3 * test_box**3) * (point @ point + 1.5 / test_mu**2)
remainder = (brute_sum - free_interaction(np.linalg.norm(point), test_mu)
             + alpha / test_box)
assert abs(remainder / quadratic - 1) < 0.05  # next kernel term is neglected
# Integral over q minus sum over nonzero G for one Gaussian charge
q_integral = 2 * test_mu / np.sqrt(np.pi)
g_sum = np.sum(coef)
missing = q_integral - g_sum
missing_formula = alpha / test_box - np.pi / (test_box**3 * test_mu**2)
assert abs(missing - missing_formula) < 1e-8

# ---- two parallel H2 molecules, s-Gaussian basis ----
bond, separation = 1.4, 3.0
nuclei = np.array([[sx * bond / 2, sy * separation / 2, 0.0]
                   for sx in (-1, 1) for sy in (-1, 1)])
exponents = np.array([0.25, 1.0, 4.0])
n_electrons, n_occ = 4, 2
a = np.tile(exponents, len(nuclei))
center = np.repeat(nuclei, len(exponents), axis=0)
nb = len(a)
p = a[:, None] + a[None, :]
reduced = a[:, None] * a[None, :] / p
dist2 = np.sum((center[:, None] - center[None, :])**2, axis=2)
norm = (2 * a / np.pi)**0.75
overlap = (norm[:, None] * norm[None, :] * (np.pi / p)**1.5
           * np.exp(-reduced * dist2))
kinetic = reduced * (3 - 2 * reduced * dist2) * overlap
pair_center = (a[:, None, None] * center[:, None]
               + a[None, :, None] * center[None, :]) / p[:, :, None]
position = overlap[:, :, None] * pair_center
position2 = overlap * (np.sum(pair_center**2, axis=2) + 1.5 / p)


def hartree_fock(box=None, exchange_constant=0.0):
    """Restricted SCF; exchange_constant is added to the exchange kernel only."""
    pe, pc, s = p.ravel(), pair_center.reshape(-1, 3), overlap.ravel()
    ne = np.full(len(nuclei), POINT)
    repulsion = s[:, None] * s[None, :] * interaction(pe, pc, pe, pc, box)
    exchange = repulsion + exchange_constant * s[:, None] * s[None, :]
    exchange = exchange.reshape(nb, nb, nb, nb)
    attraction = -s * interaction(pe, pc, ne, nuclei, box).sum(axis=1)
    core = kinetic + attraction.reshape(nb, nb)
    nuclear = 0.5 * (interaction(ne, nuclei, ne, nuclei, box).sum()
                     - len(nuclei) * 2 * np.sqrt(POINT / 2) / np.sqrt(np.pi))
    density, fock = np.zeros((nb, nb)), core
    for _ in range(400):
        levels, orbitals = eigh(fock, overlap)
        occupied = orbitals[:, :n_occ]
        new_density = 2 * occupied @ occupied.T
        change = np.max(np.abs(new_density - density))
        density = new_density
        coulomb = (repulsion @ density.ravel()).reshape(nb, nb)
        fock = core + coulomb - 0.5 * np.einsum("abcd,bd->ac", exchange,
                                                density, optimize=True)
        if change < 1e-9:
            break
    assert change < 1e-9
    levels, orbitals = eigh(fock, overlap)
    energy = 0.5 * np.sum(density * (core + fock)) + nuclear
    return energy, levels, density, orbitals[:, :n_occ]


e_iso, lev_iso, den_iso, occ_iso = hartree_fock()
dipoles = np.einsum("ai,abx,bj->ijx", occ_iso, position, occ_iso)
spread = 2 * (np.trace(occ_iso.T @ position2 @ occ_iso) - np.sum(dipoles**2))
homo, lumo = n_occ - 1, n_occ

print(f"alpha, Ewald = {alpha:.6f}; neutral-cell sum = {alpha_direct:.6f}")
print(f"Gaussian charge, mu = {test_mu:.1f} 1/bohr, L = {test_box:.0f} bohr:")
print(f"  q integral = {q_integral:.6f}, G sum = {g_sum:.6f} hartree")
print(f"  integral - sum = {missing:.6f}, alpha/L = "
      f"{alpha / test_box:.6f} hartree")
print(f"Two H2: bond {bond:.1f}, separation {separation:.1f} bohr; "
      f"N = {n_electrons}; {nb} basis functions")
print("s exponents (1/bohr^2):", *exponents)
print(f"isolated energy = {e_iso:.6f} hartree")
print(f"isolated HOMO = {lev_iso[homo]:.6f}, LUMO = {lev_iso[lumo]:.6f} hartree")
print(f"gauge-invariant spread = {spread:.4f} bohr^2")

boxes = (16.0, 24.0, 32.0)
energy_left, homo_left = {}, {}
for box in boxes:
    # Periodic images of the basis functions must not overlap
    assert np.exp(-exponents[0] / 2 * (box - separation)**2) < 1e-8
    shift = -probe_potential(box)
    e_om, lev_om, den_om, _ = hartree_fock(box)
    e_co, lev_co, den_co, _ = hartree_fock(box, shift)
    # Separate SCF runs: same density, rigid shift of occupied levels only
    assert np.max(np.abs(den_om - den_co)) < 1e-6
    assert abs(e_om - e_co - n_electrons * shift / 2) < 1e-8
    assert np.allclose(lev_om[:n_occ] - lev_co[:n_occ], shift, atol=1e-7)
    assert np.allclose(lev_om[n_occ:], lev_co[n_occ:], atol=1e-7)
    energy_left[box] = e_co - e_iso
    homo_left[box] = lev_co[homo] - lev_iso[homo]
    lumo_shift = lev_om[lumo] - lev_iso[lumo]
    predicted = -2 * np.pi * spread / (3 * box**3)
    assert abs(energy_left[box]) < 0.1 * n_electrons * shift / 2
    assert abs(homo_left[box]) < 0.1 * shift
    assert abs(lumo_shift) < 0.1 * shift
    if box == boxes[-1]:
        assert abs(energy_left[box] / predicted - 1) < 0.05  # O(L^-5) left out
    print(f"L = {box:.0f} bohr; energies in hartree:")
    print(f"  alpha/L = {shift:.6f} ({shift * HARTREE_EV:.3f} eV), "
          f"N alpha/(2L) = {n_electrons * shift / 2:.6f} "
          f"({n_electrons * shift / 2 * HARTREE_EV:.3f} eV)")
    print(f"  energy: omitted {e_om:.6f}, corrected {e_co:.6f}")
    print(f"  energy error: omitted {e_om - e_iso:.6f}, "
          f"corrected {energy_left[box]:.6f}, predicted {predicted:.6f}")
    print(f"  HOMO: omitted {lev_om[homo]:.6f}, corrected {lev_co[homo]:.6f}")
    print(f"  HOMO error: omitted {lev_om[homo] - lev_iso[homo]:.6f}, "
          f"corrected {homo_left[box]:.6f}")
    print(f"  LUMO error, either way: {lumo_shift:.6f}")

energy_ratio = energy_left[16.0] / energy_left[32.0]
homo_ratio = homo_left[16.0] / homo_left[32.0]
assert 6.5 < energy_ratio < 9.5  # inverse-cube law gives 8
assert 5.5 < homo_ratio < 11.0   # higher orders act at the smaller cell
print(f"remainder ratio L=16 to L=32: energy {energy_ratio:.3f}, "
      f"HOMO {homo_ratio:.3f}")

# ---- unpolarized electron gas, closed shells ----
rs = 1.0
k_fermi = (9 * np.pi / 4)**(1 / 3) / rs
ex_infinite = -3 * k_fermi / (4 * np.pi)
print(f"Electron gas, r_s = {rs:.1f} bohr; infinite exchange per electron = "
      f"{ex_infinite:.6f} hartree")
gas = []
for radius2 in (4, 16, 36):
    n = np.arange(-6, 7)
    k = np.array(np.meshgrid(n, n, n, indexing="ij")).reshape(3, -1).T
    k = k[np.sum(k**2, axis=1) <= radius2]
    count = 2 * len(k)
    box = rs * (4 * np.pi * count / 3)**(1 / 3)
    d2 = np.sum((k[:, None] - k[None, :])**2, axis=2)
    ex = -np.sum(1 / d2[d2 > 0]) / (np.pi * box * count)
    left = ex - alpha / (2 * box) - ex_infinite
    gas.append((box, left))
    print(f"  N = {count}, L = {box:.4f} bohr: omitted {ex:.6f}, "
          f"alpha/(2L) = {alpha / (2 * box):.6f} hartree")
    print(f"    corrected {ex - alpha / (2 * box):.6f}, remainder {left:.6f} "
          f"hartree; remainder*L^2 = {left * box**2:.4f} hartree bohr^2")
assert abs(gas[-1][1]) < 0.1 * alpha / (2 * gas[-1][0])
gas_ratio = gas[-1][1] * gas[-1][0]**2 / (gas[0][1] * gas[0][0]**2)
assert 0.5 < gas_ratio < 2.0  # 1/L or 1/L^3 would give about 3 or 1/3

print("finished without a failed check")
```

Printed output:

```
alpha, Ewald = 2.837297; neutral-cell sum = 2.837304
Gaussian charge, mu = 1.0 1/bohr, L = 16 bohr:
  q integral = 1.128379, G sum = 0.951815 hartree
  integral - sum = 0.176564, alpha/L = 0.177331 hartree
Two H2: bond 1.4, separation 3.0 bohr; N = 4; 12 basis functions
s exponents (1/bohr^2): 0.25 1.0 4.0
isolated energy = -2.185706 hartree
isolated HOMO = -0.482612, LUMO = 0.259131 hartree
gauge-invariant spread = 9.2870 bohr^2
L = 16 bohr; energies in hartree:
  alpha/L = 0.177331 (4.825 eV), N alpha/(2L) = 0.354662 (9.651 eV)
  energy: omitted -1.835810, corrected -2.190472
  energy error: omitted 0.349896, corrected -0.004766, predicted -0.004749
  HOMO: omitted -0.304319, corrected -0.481650
  HOMO error: omitted 0.178293, corrected 0.000962
  LUMO error, either way: 0.004852
L = 24 bohr; energies in hartree:
  alpha/L = 0.118221 (3.217 eV), N alpha/(2L) = 0.236441 (6.434 eV)
  energy: omitted -1.950673, corrected -2.187115
  energy error: omitted 0.235032, corrected -0.001409, predicted -0.001407
  HOMO: omitted -0.364106, corrected -0.482327
  HOMO error: omitted 0.118506, corrected 0.000285
  LUMO error, either way: 0.001430
L = 32 bohr; energies in hartree:
  alpha/L = 0.088666 (2.413 eV), N alpha/(2L) = 0.177331 (4.825 eV)
  energy: omitted -2.008969, corrected -2.186300
  energy error: omitted 0.176737, corrected -0.000594, predicted -0.000594
  HOMO: omitted -0.393826, corrected -0.482492
  HOMO error: omitted 0.088786, corrected 0.000120
  LUMO error, either way: 0.000602
remainder ratio L=16 to L=32: energy 8.023, HOMO 8.003
Electron gas, r_s = 1.0 bohr; infinite exchange per electron = -0.458165 hartree
  N = 66, L = 6.5144 bohr: omitted -0.264008, alpha/(2L) = 0.217770 hartree
    corrected -0.481777, remainder -0.023612 hartree; remainder*L^2 = -1.0020 hartree bohr^2
  N = 514, L = 12.9127 bohr: omitted -0.355634, alpha/(2L) = 0.109865 hartree
    corrected -0.465498, remainder -0.007333 hartree; remainder*L^2 = -1.2227 hartree bohr^2
  N = 1850, L = 19.7888 bohr: omitted -0.389453, alpha/(2L) = 0.071689 hartree
    corrected -0.461142, remainder -0.002977 hartree; remainder*L^2 = -1.1657 hartree bohr^2
finished without a failed check
```
